# Why a Determinant-Diagonal Davidson Preconditioner Can Change the Total Spin

Q: I want the lowest quintet of a molecule whose ground state is a singlet. The Hamiltonian commutes with $S^2$, so I start a Davidson search from a pure quintet vector. The search must then stay among quintets. The preconditioner is diagonal and merely rescales coefficients.

A: The first half of that argument holds for multiplication by $H$. Let us fix the setting: real orthonormal spatial orbitals shared by both spins, Slater determinants with fixed $M_S$, and a spin-free Hamiltonian

$$H=\sum_{pq}h_{pq}E_{pq}+\tfrac12\sum_{pqrs}(pq|rs)\,(E_{pq}E_{rs}-\delta_{qr}E_{ps}),\qquad E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}.$$

With $S_+=\sum_r a^\dagger_{r\alpha}a_{r\beta}$ and the rule $[a_i^\dagger a_j,a_k^\dagger a_l]=\delta_{jk}a_i^\dagger a_l-\delta_{il}a_k^\dagger a_j$, the $\beta$ and $\alpha$ parts of $E_{pq}$ give

$$[S_+,E_{pq}]=a^\dagger_{p\alpha}a_{q\beta}-a^\dagger_{p\alpha}a_{q\beta}=0.$$

The adjoint relation gives the same for $S_-$, and $E_{pq}$ conserves the number of electrons of each spin, so it commutes with $S_z$. Hence $[H,S^2]=0$.

For a normalized trial vector $x$ with energy $\theta=\langle x|H|x\rangle$, the residual is $r=(H-\theta)x$. If $S^2x=S(S+1)x$, then

$$S^2r=(H-\theta)S^2x=S(S+1)\,r .$$

The residual is as pure as $x$. But Davidson's method adds to the search space not $r$ but

$$t=g(D)\,r,\qquad g(D_I)=\frac{1}{D_I-\theta},\qquad D_I=\langle I|H|I\rangle ,$$

after orthogonalizing it to the earlier vectors. It then takes the lowest eigenvector of $H$ within the enlarged space. Orthogonalization and that small diagonalization form linear combinations, which cannot make an impure vector from pure ones of one spin. The factor $g(D)$ is the step in doubt.

Q: Why should rescaling matter? A determinant is not a spin eigenfunction in general, but $D$ was taken from a spin-free $H$.

A: A spin function is a set of fixed ratios among determinants, and unequal rescaling changes those ratios. To see which ratios matter we need $S^2$. From $S_x^2+S_y^2=\frac12(S_+S_-+S_-S_+)$ and $S_+S_-=S_-S_++2S_z$,

$$S^2=S_-S_++S_z^2+S_z=S_-S_++M_S(M_S+1).$$

Written out,

$$S_-S_+=\sum_{pq}a^\dagger_{q\beta}a_{q\alpha}a^\dagger_{p\alpha}a_{p\beta}.$$

The right-hand pair turns a $\beta$ electron in $p$ into an $\alpha$ electron. That requires $p$ to be singly occupied, since a doubly occupied orbital already has its $\alpha$ electron. The left-hand pair then turns an $\alpha$ electron in a singly occupied $q$ into a $\beta$ electron. For $q=p$ the determinant is restored. For $q\ne p$ two open shells have exchanged opposite spins, with matrix element $\pm1$.

So $S^2$ never leaves a spatial configuration, meaning a fixed list of empty, singly and doubly occupied orbitals. Its exchanges also connect all determinants of the configuration at the given $M_S$. If two of them differ, some open shell is $\alpha$ in the first and $\beta$ in the second, and, because the counts agree, another shows the reverse. Exchanging these two removes two mismatches, and repetition removes all.

Now take matrix elements of the commutator:

$$[D,S^2]_{IJ}=(D_I-D_J)(S^2)_{IJ}.$$

It vanishes if and only if $D_I=D_J$ for every connected pair, that is, if $D$ is constant on each configuration. Away from its pole $g$ takes different values for different arguments, so the condition for $g(D)$ is the same.

Q: Then the question is whether determinants with the same spatial occupations have the same diagonal energy. Do they?

A: Not in general, because exchange acts between parallel spins. With $J_{pq}=(pp|qq)$ and $K_{pq}=(pq|qp)$, the diagonal element is

$$D_I=E_{\rm core}+\sum_p h_{pp}n_p+\tfrac12\sum_{pq}J_{pq}n_pn_q-\tfrac12\sum_{pq}K_{pq}\sum_\sigma n_{p\sigma}n_{q\sigma}.$$

The first three terms contain only the total occupations $n_p$. In the last one, the terms $p=q$ contain $\sum_\sigma n_{p\sigma}^2=n_p$. If $p$ is doubly occupied, $\sum_\sigma n_{p\sigma}n_{q\sigma}=n_q$. These too are fixed by the configuration. What remains are pairs of different open shells, which contribute when their spins are parallel:

$$D_I=C-\sum_{i<j\ \text{parallel}}K_{ij}.$$

$C$ is common to the configuration. The factor $\frac12$ has disappeared because each pair occurred twice in the double sum.

Q: So even an ordinary open-shell singlet, with one electron in each of two orbitals, will pick up triplet character.

A: Count the parallel pairs there. At $M_S=0$ the determinants are $\alpha\beta$ and $\beta\alpha$. Neither has a parallel pair, so both have $D=C$ and nothing leaks. At $M_S=\pm1$ there is a single determinant.

Three open shells at $M_S=\frac12$ are the first case that can fail. Let determinant $i$ carry its $\beta$ electron in orbital $i$. Then $D_1=C-K_{23}$, $D_2=C-K_{13}$, $D_3=C-K_{12}$. With suitable determinant signs the quartet is $(1,1,1)/\sqrt3$, and $(1,-1,0)/\sqrt2$, being orthogonal to it, is a doublet. Preconditioning the doublet gives $(g_1,-g_2,0)/\sqrt2$, whose quartet amplitude is

$$\frac{1}{\sqrt3}\,\frac{g_1-g_2}{\sqrt2}=\frac{g_1-g_2}{\sqrt6}.$$

It is zero when $K_{23}=K_{13}$ and otherwise not.

Q: With four open shells at $M_S=0$ there are singlets, triplets and quintets. Do all three mix?

A: No. Let $F$ be the spin rotation by $\pi$ that sends $\alpha\to\beta$ and $\beta\to-\alpha$. It turns each determinant, up to sign, into the one with all spins reversed. Parallel pairs remain parallel, so both have the same $D$, and $F$ commutes with $g(D)$.

Every multiplet of spin $S$ rotates like the symmetric product of $2S$ spins one-half. Its $M_S=0$ member is the symmetrized product of $S$ spins up and $S$ down. Under $F$ the ups become downs, and the $S$ downs become ups with a factor $-1$ each. The state returns multiplied by $(-1)^S$. Therefore

$$(-1)^{S'}\langle S'|g(D)|S\rangle=(-1)^{S}\langle S'|g(D)|S\rangle ,$$

and the element vanishes unless $S$ and $S'$ are both even or both odd. Singlets and quintets mix, while triplets stay apart from both. At $M_S=1$ the rotation leads to $M_S=-1$ and imposes no such rule, so triplets and quintets can mix.

Q: How large is the leakage? A small rescaling error might be irrelevant.

A: For a quintet it can be computed within one configuration. The highest-spin function of $n$ open shells is obtained by applying $S_-$ repeatedly to the all-$\alpha$ determinant. The flips of different orbitals commute, so each of the $m$ resulting determinants is reached equally often, with one sign. All coefficients have magnitude $1/\sqrt m$. The function is unique because there is one all-$\alpha$ determinant. Call it $q$, and let $\bar g$ be the mean of $g$ over the configuration:

$$g\,q=\bar g\,q+(g-\bar g)\,q .$$

The second part is orthogonal to $q$, since $\langle q|(g-\bar g)q\rangle=\frac1m\sum_I(g_I-\bar g)=0$. It therefore has lower spin. Its squared norm is $\frac1m\sum_I(g_I-\bar g)^2=\mathrm{var}(g)$, and that of the whole vector is $\frac1m\sum_Ig_I^2$. The leaked fraction of the weight is

$$w=\frac{\mathrm{var}(g)}{\overline{g^2}} .$$

For four open shells at $M_S=0$ there are six determinants. If $i,j$ are $\alpha$ and $k,l$ are $\beta$, then $D=C-(K_{ij}+K_{kl})$. Reversing all spins changes nothing, so three values occur twice each, and by the selection rule the leaked part is a singlet.

Q: Can you put numbers on that for a molecule?

A: Take BeH$_2$ with bonds of 1.3 and 1.6 Å and an angle of 140°. This is a chosen geometry, not an equilibrium one; the unequal bonds leave one mirror plane. Four electrons are distributed in all ways over eight canonical restricted Hartree–Fock orbitals in the 6-31G basis, with the Be core frozen. This model omits core correlation and the remaining virtual orbitals, and its basis is small. At $M_S=0$ it has 784 determinants, of which 490 are even under the mirror. All states below are from that even block, and "lowest" means lowest within it. The odd block contains a lower quintet, which would need its own search from an odd starting vector.

I start from the quintet function of the four-open-shell configuration with the lowest mean diagonal. Its energy is $\theta=-15.26198$ hartree. Among the four-open-shell configurations in the first residual, the one with the largest component has

| $K_{ij}+K_{kl}$ (hartree) | $D$ (hartree) | $g$ (1/hartree) |
|---|---|---|
| 0.04253 | −14.53699 | 1.37933 |
| 0.06534 | −14.55980 | 1.42414 |
| 0.03633 | −14.53079 | 1.36763 |

In the first row, $D-\theta=-14.53699+15.26198=0.72499$ hartree, whose inverse is 1.3793. The mean of $g$ is 1.39037, and the deviations are $-0.01104$, $0.03377$ and $-0.02274$. Hence

$$\mathrm{var}(g)=\frac{(1.219+11.404+5.171)\times10^{-4}}{3}=5.93\times10^{-4},$$

$$w=\frac{5.93\times10^{-4}}{1.39037^2+5.93\times10^{-4}}=3.07\times10^{-4}.$$

The formula applies because the residual is a pure quintet and $S^2$ does not leave a configuration, so the part of $r$ in this configuration is a multiple of its $q$. Projecting this configuration's part of the preconditioned residual onto singlets gives the same fraction. It refers to this configuration only, not to the whole correction vector.

Q: Three parts in ten thousand. Surely the search still finds the quintet?

A: It does not. In the even block the lowest quintet lies at $-15.301623$ hartree and the lowest singlet at $-15.749137$, which is 0.4475 hartree or 12.18 eV lower. These digits belong to the model. All twelve non-core 6-31G orbitals give 11.93 eV, eight cc-pVDZ orbitals give 12.99 eV, and all non-core cc-pVDZ orbitals give about 12.15 eV, so only "about 12 eV" carries over to the molecule. With the determinant diagonal, the search ran as follows:

| corrections | $\theta$ (hartree) | singlet weight |
|---|---|---|
| 0 | −15.261979 | $10^{-32}$ |
| 1 | −15.297699 | $2.5\times10^{-4}$ |
| 6 | −15.301622 | $4.0\times10^{-5}$ |
| 8 | −15.301624 | $4.9\times10^{-5}$ |
| 10 | −15.328436 | 0.995 |
| 20 | −15.559567 | 1.000 |
| 37 | −15.749137 | 1.000 |

The reason a small admixture can take over is that $H$ does not couple spins. If $x$ has weights $w_S$, and $\varepsilon_S$ is the mean energy of its normalized spin-$S$ part, the cross terms vanish and

$$\theta=\sum_S w_S\,\varepsilon_S .$$

Once the search space contains a singlet direction with energy below the best quintet, the lowest-root choice favors it. A value of $\theta$ below the lowest quintet energy already requires a component of another spin.

The plateau is deceptive. The search spaces are nested, so $\theta$ cannot rise, and between corrections 6 and 8 it fell by only $1.4\times10^{-6}$ hartree, computed from the unrounded energies. A stopping rule based on an energy change of $10^{-5}$ hartree would have accepted a nearly correct quintet. The stricter rule used here, a residual norm below $10^{-7}$ hartree, led to the singlet.

Q: Does this mean that every result obtained with the determinant diagonal has contaminated spin?

A: No. Suppose $Hx=Ex$ and $E$ is nondegenerate at the given $M_S$. Then $H(S^2x)=S^2Hx=E(S^2x)$, so $S^2x$ is proportional to $x$, and the spin is pure whatever preconditioner was used. What can go wrong is the path, and the state at its end.

A singlet search from the closed-shell Hartree–Fock determinant shows the harmless case. The quintet weight reached $1.2\times10^{-6}$ on the way and ended at $1.2\times10^{-16}$. That decay can be bounded. With $P_2$ the quintet projector, $P_2r=(H-\theta)P_2x$. The search stays in the even block, where all quintets lie at least $\Delta=0.4475$ hartree above the converged $\theta$, so $\|P_2x\|\le\|r\|/\Delta$. For $\|r\|<10^{-7}$ hartree the amplitude is below $2.3\times10^{-7}$ and the weight below about $5\times10^{-14}$, which the computed value respects.

Q: How do I repair the preconditioner without giving up determinants?

A: Make it satisfy the condition found above: replace $D_I$ by its mean $\bar D$ over all determinants of the same configuration at that $M_S$. For $n\ge2$ open shells, $n_\alpha$ of them up and $n_\beta$ down, a given pair is both up in a fraction $n_\alpha(n_\alpha-1)/[n(n-1)]$ of the determinants. Adding the corresponding fraction for both down gives

$$\bar D=C-p\sum_{i<j}K_{ij},\qquad p=\frac{n_\alpha(n_\alpha-1)+n_\beta(n_\beta-1)}{n(n-1)} .$$

For two open shells at $M_S=0$, $p=0$ and nothing changes. For four, $p=(2+2)/12=\frac13$. In the configuration above, $C=-14.53699+0.04253=-14.49446$ hartree. The three pair sums together contain each of the six exchange integrals once and add to 0.14420 hartree. Thus $\bar D=-14.49446-0.04807=-14.54253$ hartree.

Now $g(\bar D)$ is one number per configuration and commutes with $S^2$. If all vectors in the search space have spin $S$, so do $x$, $r$ and $t$, and hence the enlarged space. By induction the search keeps its spin in exact arithmetic. A guard against tiny denominators does no harm if it depends on $\bar D-\theta$ alone. In all runs here, with either diagonal, denominators of magnitude below 0.01 hartree were replaced by 0.01 with the sign kept.

From the same quintet start, this version converged to $-15.301623$ hartree after 10 corrections. The weight outside the quintets never exceeded $4\times10^{-20}$. For the singlet search both versions needed 11 corrections, so averaging cost no extra iterations in that case.

Q: Good. Then averaging restores spin purity, and I need not worry about how clean my starting vector is.

A: It preserves purity; it does not create it. Split a contaminated residual as $r=r_0+r_2$, singlet plus quintet. Since $g(\bar D)$ commutes with the spin projectors, $t=g(\bar D)r_0+g(\bar D)r_2$, with each part still of its own spin. The preconditioner removes neither. The lowest-root choice can discard a higher-lying spin, but in a quintet search the unwanted singlet is the lower one, so it is favored instead.

I added the Hartree–Fock determinant with amplitude $10^{-3}$, a weight of $10^{-6}$, to the quintet start. With the averaged diagonal the search went to the singlet at $-15.749137$ hartree after 38 corrections. The outcome depends on the size of the admixture and on the threshold: with amplitude $10^{-6}$ the search met the residual threshold on the quintet, after 13 corrections, before the singlet could take over.

The start must therefore be purified separately. For four electrons $S$ is at most 2, and at $M_S=0$ the quintet projector is

$$P_2=\frac{S^2(S^2-2)}{24}.$$

It gives 0 for $S=0$ because of the first factor, 0 for $S=1$ because $S^2=2$, and $6\cdot4/24=1$ for $S=2$.

Q: And after that, is the symmetry safe on a real computer?

A: Only up to rounding, which can grow in long runs. The 37-correction collapse shows why. Triplets are forbidden there by the spin-flip rule, and when the correction at each step was recomputed from the current vector with its triplet part first removed, the largest triplet norm found in it, before normalization, was $7.5\times10^{-13}$. Yet the accumulated triplet weight reached $2.8\times10^{-7}$ before falling to $5\times10^{-15}$ at convergence. These figures depend on the order of floating-point operations, and the peak can change by more than a factor of ten.

Since no step creates triplets in exact arithmetic, this is rounding that later steps amplified. Which steps amplified it was not examined. The triplets did not cause the collapse: with them projected out of every new vector, the search reached the same singlet energy after 36 corrections. The difference of one correction has no significance, because rounding alone can shift the count by that much.

Rounding can also decide the outcome. With the averaged diagonal and the pure quintet start, tightening the residual threshold to $10^{-11}$ hartree made the search stall near $10^{-10}$ and fall to the singlet after about 30 corrections. For a long search toward a state with lower states of other spins beneath it, applying the projector to new vectors as well removes such errors before they grow: with $P_2$ applied to every new vector, the averaged search stayed on the quintet down to a residual below $10^{-12}$ hartree.

Q: Are there cases where averaging over configurations is not enough even in exact arithmetic?

A: Yes, when the assumptions change. If $\alpha$ and $\beta$ electrons have different spatial orbitals, with overlaps $s_{pq}$, the raising operator becomes $S_+=\sum_{pq}s_{pq}a^\dagger_{p\alpha}a_{q\beta}$. It then moves electrons between orbital labels, $S^2$ connects different occupation lists, and a diagonal constant on each list need not commute with it. If $H$ contains spin–orbit coupling, $[H,S^2]\ne0$ in general, and the residual itself can change spin before any preconditioner acts.

Within the spin-free, shared-orbital setting, the leakage in one step can be measured on the preconditioner itself; it depends on $\theta$ and does not by itself tell whether a search will collapse. With $\theta$ at the lowest singlet energy, the largest factor by which $g(D)$ carries a unit vector of the even block from one spin to another is 0.054 per hartree between singlets and quintets at $M_S=0$, and 0.093 per hartree between triplets and quintets at $M_S=1$ (the odd block gives 0.091 and 0.112). With $\bar D$ both couplings were checked to be below $10^{-9}$ per hartree. The numerical output below lists the two even-block factors, the averaged $M_S=1$ value and most of the other computed values used here.

## Numbers as computed

```
Be-H bonds: 1.3, 1.6 angstrom; angle 140 deg
determinants, M_S=0: 784; mirror-even: 490
mirror-even spatial configurations: 189
mirror-even quintet functions: 35
RHF energy: -15.730503 hartree
lowest mirror-even singlet: -15.749137 hartree
lowest mirror-even triplet: -15.584261 hartree
lowest mirror-even quintet: -15.301623 hartree
quintet minus singlet: 0.447513 hartree = 12.177 eV
largest D spread, 2 open shells: 0.0e+00 hartree
largest D spread, 4 open shells: 0.07927 hartree
norm [D,S^2], determinant D: 0.8810 hartree
norm [D,S^2], averaged D: 0.0e+00 hartree
Largest leakage of g between spins, theta = singlet energy:
  M_S=0 singlet-quintet: 0.05434 1/hartree
  M_S=0 singlet-triplet: 3.2e-15 1/hartree
  M_S=0 triplet-quintet: 6.7e-16 1/hartree
  M_S=1 triplet-quintet: 0.09292 1/hartree
  M_S=1 triplet-quintet, averaged: 1.1e-15 1/hartree
quintet start, theta: -15.261979 hartree
One configuration of the first correction (each row occurs twice):
  K sum 0.04253, D -14.53699 hartree; g 1.37933 1/hartree
  K sum 0.06534, D -14.55980 hartree; g 1.42414 1/hartree
  K sum 0.03633, D -14.53079 hartree; g 1.36763 1/hartree
  averaged D: -14.54253 hartree
  mean g: 1.39037 1/hartree
  standard deviation of g: 0.02435 1/hartree
  singlet fraction, projection: 3.0668e-04
  singlet fraction, variance formula: 3.0668e-04
Quintet start, determinant D (step, theta, singlet, triplet weight):
    0  -15.261979 hartree  1.221e-32  3.7e-32
    1  -15.297699 hartree  2.468e-04  7.5e-29
    2  -15.301185 hartree  9.311e-05  2.2e-28
    4  -15.301605 hartree  5.878e-05  2.6e-27
    6  -15.301622 hartree  3.994e-05  3.7e-26
    8  -15.301624 hartree  4.875e-05  1.1e-24
   10  -15.328436 hartree  9.946e-01  4.0e-18
   12  -15.365681 hartree  9.901e-01  5.5e-18
   15  -15.407237 hartree  9.993e-01  6.4e-17
   20  -15.559567 hartree  1.000e+00  1.2e-14
   30  -15.749124 hartree  1.000e+00  7.3e-10
   37  -15.749137 hartree  1.000e+00  4.9e-15
  singlet weight first above 0.5: step 10
  largest accumulated triplet weight: 2.8e-07
  largest triplet norm created in one step: 7.5e-13
  triplets projected out: 36 corrections, -15.749137 hartree
Quintet start, averaged D: 10 corrections, -15.301623 hartree
  largest non-quintet weight: 4.0e-20
Singlet start, determinant D: 11 corrections
  largest quintet weight: 1.201e-06
  final quintet weight: 1.2e-16
Singlet start, averaged D: 11 corrections
  largest non-singlet weight: 5.5e-31
Contaminated quintet start, singlet weight: 1.000e-06
  averaged D: 38 corrections, -15.749137 hartree
  final singlet weight: 1.0000000000
```
